**Critical-path law for diffusion over random barriers on a cubic lattice**

For equal cage energies and bond rates $w=\nu e^{-E/kT}$, the quantity $-kT\ln(D/\nu a^2)$ tends at low temperature to $E_c$, the barrier below which a fraction $p_c$ of all barriers lies; $D$ is the diffusivity, $a$ the lattice spacing, $\nu$ the attempt frequency and $p_c$ the bond percolation threshold. The program asserts that the resistor-network diffusivity agrees with the slow Bloch mode of the master equation, for equal and unequal cage energies, and that the dissipation-weighted barrier agrees with a finite-difference slope. It estimates $p_c$ by union-find and asserts agreement with the input 0.2488 within 0.008; the output gives 0.2496. In six periodic cells of $12^3$ sites it asserts the lower and upper bounds on $D$ at four temperatures, and that the apparent barrier falls on cooling and at 600 K lies within $2kT$ of $E_c$ and nearer to it than to the mean. For barriers uniform from 0.4 to 1.6 eV the apparent barrier at 600 K is 0.738 eV, against $E_c=0.699$ eV and a mean of 1.0 eV. Further assertions cover a second barrier density, the response of $D$ to blocking or speeding up chosen bonds, and the chain, where the largest barrier takes control. The cells are finite, and their mean wrapping fraction of 0.265 lies above $p_c$, so the remaining excess over $E_c$ is not an infinite-size value.

## Program and output

```python
"""Critical-path law for diffusion over random barriers on a simple cubic lattice.

Result under test: with equal well energies and bond rates w = nu*exp(-E/kT),
-kT*ln(D/(nu*a^2)) tends to E_c at low T, where a fraction p_c of all barriers
lies below E_c and p_c is the bond percolation threshold.
Symbols: q = rank of a barrier in its distribution (uniform in 0..1),
beta = 1/kT, a = lattice spacing, nu = attempt frequency, D = diffusivity.
Inside the solver lengths are in units of a and rates in units of nu.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix, csr_matrix, diags
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu

rng = np.random.default_rng(20)
K_B = constants.k / constants.e          # eV/K
P_C = 0.2488                             # input, checked below by union-find
E_MIN, WIDTH = 0.4, 1.2                  # eV
SPACING, ATTEMPT = 0.5e-9, 1.0e13        # m, 1/s
D_UNIT = ATTEMPT * SPACING**2            # m^2/s


def cubic_bonds(size):
    ids = np.arange(size**3).reshape(size, size, size)
    tail = np.tile(ids.ravel(), 3)
    head = np.concatenate([np.roll(ids, -1, axis=k).ravel() for k in range(3)])
    step = np.concatenate([np.ones(size**3), np.zeros(2 * size**3)])
    return tail, head, step


def solve_network(tail, head, step, rate, n_sites):
    """Return D along x and the dissipation of every bond."""
    keep = rate > 0
    t, h, d, g = tail[keep], head[keep], step[keep], rate[keep]
    m = len(g)
    graph = coo_matrix((np.ones(m), (t, h)), shape=(n_sites, n_sites))
    labels = connected_components(graph, directed=False)[1]
    pinned = np.unique(labels, return_index=True)[1]
    free = np.setdiff1d(np.arange(n_sites), pinned)
    rows = np.concatenate([np.arange(m), np.arange(m)])
    signs = np.concatenate([np.ones(m), -np.ones(m)])
    diff = csr_matrix((signs, (rows, np.concatenate([h, t]))),
                      shape=(m, n_sites))
    lap = (diff.T @ diags(g) @ diff).tocsr()
    rhs = -(diff.T @ (g * d))
    lu = splu(lap[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    phi = np.zeros(n_sites)
    phi[free] = lu.solve(rhs[free])
    drop = d + diff @ phi
    power = np.zeros(len(rate))
    power[keep] = g * drop**2
    # dissipated power must equal driving force times current
    assert np.isclose(power.sum(), np.sum(g * d * drop), rtol=1e-4)
    return power.sum() / n_sites, power


def find_root(parent, offset, i):
    path = []
    while parent[i] != i:
        path.append(i)
        i = parent[i]
    total = 0
    for s in reversed(path):
        total += offset[s]
        offset[s] = total
        parent[s] = i
    return i


def open_bonds(tail, head, step, order, n_sites):
    """Open bonds in order; return count at first x-wrapping and x offsets."""
    parent, offset = list(range(n_sites)), [0] * n_sites
    weight = [1] * n_sites
    t, h = tail[order].tolist(), head[order].tolist()
    d = step[order].astype(int).tolist()
    wrapped = None
    for count, (i, j, dx) in enumerate(zip(t, h, d), 1):
        ri = find_root(parent, offset, i)
        rj = find_root(parent, offset, j)
        shift = offset[i] + dx - offset[j]
        if ri == rj:
            if shift != 0:
                wrapped = count
                break
        elif weight[ri] >= weight[rj]:
            parent[rj], offset[rj] = ri, shift
            weight[ri] += weight[rj]
        else:
            parent[ri], offset[ri] = rj, -shift
            weight[rj] += weight[ri]
    for i in range(n_sites):
        find_root(parent, offset, i)
    return wrapped, np.array(offset)


# Diffusivity from the master equation's slow Bloch mode versus the network
size = 4
n = size**3
tail, head, step = cubic_bonds(size)
saddle = rng.random(3 * n)
bloch_errors = []
for well_spread in (0.0, 0.5):
    z = np.exp(4.0 * well_spread * rng.random(n))   # exp(-beta*well energy)
    w = np.exp(-4.0 * saddle)
    k = 0.002
    hop = np.zeros((n, n), complex)
    np.add.at(hop, (tail, tail), w / z[tail])
    np.add.at(hop, (head, head), w / z[head])
    np.add.at(hop, (head, tail), -w / z[tail] * np.exp(-1j * k * step))
    np.add.at(hop, (tail, head), -w / z[head] * np.exp(1j * k * step))
    d_mode = np.min(np.linalg.eigvals(hop).real) / k**2
    d_net = solve_network(tail, head, step, w, n)[0] / z.mean()
    bloch_errors.append(abs(d_mode / d_net - 1))
assert max(bloch_errors) < 1e-3

# Apparent barrier as dissipation-weighted mean versus a finite difference
b0, db = 8.0, 1e-3
d0, power = solve_network(tail, head, step, np.exp(-b0 * saddle), n)
weighted = np.sum(power * saddle) / power.sum()
d_hi = solve_network(tail, head, step, np.exp(-(b0 + db) * saddle), n)[0]
d_lo = solve_network(tail, head, step, np.exp(-(b0 - db) * saddle), n)[0]
slope = -np.log(d_hi / d_lo) / (2 * db)
assert abs(weighted - slope) < 1e-5

# Percolation threshold: mean wrapping fraction extrapolated to zero spread
stats = []
for size, samples in ((8, 200), (24, 40)):
    bonds = cubic_bonds(size)
    vals = [open_bonds(*bonds, rng.permutation(3 * size**3), size**3)[0]
            / (3 * size**3) for _ in range(samples)]
    stats.append((np.mean(vals), np.std(vals, ddof=1)))
(m1, s1), (m2, s2) = stats
p_est = (m2 * s1 - m1 * s2) / (s1 - s2)
assert s2 < 0.5 * s1
assert abs(p_est - P_C) < 0.008          # sampling error is about 0.002-0.003

# Random-barrier samples
SIZE, SAMPLES = 12, 6
n = SIZE**3
tail, head, step = cubic_bonds(SIZE)
ranks = [rng.random(3 * n) for _ in range(SAMPLES)]
temps = [1200, 1000, 800, 600]
e_crit, e_mean, e_max = E_MIN + WIDTH * P_C, E_MIN + WIDTH / 2, E_MIN + WIDTH
Q_HI, Q_LO = 0.35, 0.15
sigma, s_trial, wraps = [], [], []
for q in ranks:
    order = np.argsort(q)
    wraps.append(open_bonds(tail, head, step, order, n)[0] / (3 * n))
    sigma.append(solve_network(tail, head, step, (q <= Q_HI) * 1.0, n)[0])
    low = order[:np.count_nonzero(q <= Q_LO)]
    wrapped, off = open_bonds(tail, head, step, low, n)
    assert wrapped is None
    jump = step - (off[head] - off[tail])
    assert np.all(jump[q <= Q_LO] == 0)
    s_trial.append(np.sum(jump[q > Q_LO]**2) / n)

table = {}
for temp in temps:
    beta = 1 / (K_B * temp)
    logs, barriers = [], []
    for q, sig, sup in zip(ranks, sigma, s_trial):
        energy = E_MIN + WIDTH * q
        d, power = solve_network(tail, head, step, np.exp(-beta * energy), n)
        lower = np.exp(-beta * (E_MIN + WIDTH * Q_HI)) * sig
        upper = np.exp(-beta * (E_MIN + WIDTH * Q_LO)) * sup
        assert 0 < lower <= d <= upper
        assert d <= np.exp(-beta * energy[step > 0]).mean()
        logs.append(np.log(d))
        barriers.append(np.sum(power * energy) / power.sum())
    table[temp] = (np.array(logs), np.mean(barriers),
                   np.std(barriers, ddof=1) / np.sqrt(SAMPLES))
apparent = [table[t][1] for t in temps]
assert all(x > y for x, y in zip(apparent, apparent[1:]))
assert abs(apparent[-1] - e_crit) < 2 * K_B * 600
assert abs(apparent[-1] - e_crit) < 0.5 * abs(apparent[-1] - e_mean)

# Second density, rising linearly over the same range: E = E_MIN + WIDTH*sqrt(q)
beta = 1 / (K_B * 600)
e_crit2, e_mean2 = E_MIN + WIDTH * np.sqrt(P_C), E_MIN + WIDTH * 2 / 3
vals = []
for q in ranks:
    energy = E_MIN + WIDTH * np.sqrt(q)
    power = solve_network(tail, head, step, np.exp(-beta * energy), n)[1]
    vals.append(np.sum(power * energy) / power.sum())
apparent2 = np.mean(vals)
assert abs(apparent2 - e_crit2) < 2 * K_B * 600
assert abs(apparent2 - e_crit2) < abs(apparent2 - e_mean2)

# Interventions at 600 K: which part of the distribution controls D?
changes = np.zeros((SAMPLES, 3))
for row, q in enumerate(ranks):
    w = np.exp(-beta * (E_MIN + WIDTH * q))
    variants = (np.where(q > 0.5, 0, w),
                np.where(q < 0.1, np.exp(-beta * E_MIN), w),
                np.where((q > 0.2) & (q < 0.3), 0, w))
    for col, rate in enumerate(variants):
        d = solve_network(tail, head, step, rate, n)[0]
        changes[row, col] = np.log(d) - table[600][0][row]
no_slow, faster, no_critical = np.exp(changes.mean(axis=0))
predicted = np.exp(-beta * WIDTH * 0.1)
assert 0.8 < no_slow <= 1 + 1e-6
assert 1 - 1e-6 <= faster < 1.3
assert abs(np.log(no_critical / predicted)) < np.log(2.5)

# Chain: network solver versus harmonic mean, then its barrier at 1000 K
ring = np.arange(50)
w = np.exp(-6 * rng.random(50))
d_ring = solve_network(ring, np.roll(ring, -1), np.ones(50), w, 50)[0]
assert np.isclose(d_ring, 1 / np.mean(1 / w), rtol=1e-8)


def chain_barrier(temp):
    b = 1 / (K_B * temp)
    top = quad(lambda e: e * np.exp(b * (e - e_max)), E_MIN, e_max)[0]
    return top / quad(lambda e: np.exp(b * (e - e_max)), E_MIN, e_max)[0]


b1000 = 1 / (K_B * 1000)
closed = e_max - 1 / b1000 + WIDTH / np.expm1(b1000 * WIDTH)
assert abs(chain_barrier(1000) - closed) < 1e-7
assert e_max - chain_barrier(300) < e_max - chain_barrier(1000)
d_chain = D_UNIT * b1000 * WIDTH / (np.exp(b1000 * e_max)
                                    - np.exp(b1000 * E_MIN))
inverse = quad(lambda e: np.exp(b1000 * e) / WIDTH, E_MIN, e_max)[0]
assert np.isclose(d_chain, D_UNIT / inverse, rtol=1e-7)

print(f"barrier range: {E_MIN:.1f} to {e_max:.1f} eV")
print(f"spacing {SPACING*1e9:.1f} nm, attempt frequency {ATTEMPT:.1e} 1/s")
print(f"nu*a^2 = {D_UNIT:.2e} m^2/s")
print(f"Bloch mode vs network, equal wells: rel. diff. {bloch_errors[0]:.1e}")
print(f"Bloch mode vs network, unequal wells: rel. diff. {bloch_errors[1]:.1e}")
print(f"weighted barrier {weighted:.6f}, finite difference {slope:.6f}"
      " (units of range)")
print(f"wrapping fraction, L=8 (200 samples): mean {m1:.4f}, spread {s1:.4f}")
print(f"wrapping fraction, L=24 (40 samples): mean {m2:.4f}, spread {s2:.4f}")
print(f"extrapolated p_c {p_est:.4f}; input p_c {P_C:.4f}")
print(f"uniform density: E_c {e_crit:.4f} eV, mean {e_mean:.4f} eV,"
      f" largest {e_max:.4f} eV")
print(f"samples: {SAMPLES} periodic cells, L = {SIZE}, sites {n}")
print(f"mean wrapping fraction of these cells {np.mean(wraps):.4f}, as barrier"
      f" {E_MIN + WIDTH*np.mean(wraps):.4f} eV")
sig_g, sup_g = np.exp(np.mean(np.log(sigma))), np.exp(np.mean(np.log(s_trial)))
print(f"lower bound: p+ {Q_HI:.2f}, E+ {E_MIN+WIDTH*Q_HI:.3f} eV,"
      f" sigma {sig_g:.4f}")
print(f"upper bound: p- {Q_LO:.2f}, E- {E_MIN+WIDTH*Q_LO:.3f} eV,"
      f" s {sup_g:.3f}")
for temp in temps:
    logs, barrier, err = table[temp]
    kt = K_B * temp
    print(f"T {temp} K: kT {kt:.5f} eV, range/kT {WIDTH/kt:.2f},"
          f" D {D_UNIT*np.exp(logs.mean()):.3e} m^2/s")
    print(f"   -kT ln(D/nu a^2) {-kt*logs.mean():.4f} eV, apparent barrier"
          f" {barrier:.4f} +- {err:.4f} eV, excess {(barrier-e_crit)/kt:.2f} kT")
kt = K_B * 600
print(f"600 K bounds on -kT ln(D/nu a^2):"
      f" {E_MIN+WIDTH*Q_LO-kt*np.log(sup_g):.4f} to"
      f" {E_MIN+WIDTH*Q_HI-kt*np.log(sig_g):.4f} eV")
for name, e in (("E_c", e_crit), ("mean", e_mean), ("largest", e_max)):
    print(f"1000 K, nu a^2 exp(-E/kT) with {name} barrier:"
          f" {D_UNIT*np.exp(-b1000*e):.3e} m^2/s")
print(f"rising density: E_c {e_crit2:.4f} eV, mean {e_mean2:.4f} eV,"
      f" apparent at 600 K {apparent2:.4f} eV")
print(f"600 K, slowest half blocked: D ratio {no_slow:.4f}")
print(f"600 K, fastest tenth set to lowest barrier: D ratio {faster:.4f}")
print(f"600 K, ranks 0.2-0.3 blocked: D ratio {no_critical:.4f},"
      f" predicted {predicted:.4f}")
print(f"chain at 1000 K: D {d_chain:.3e} m^2/s,"
      f" apparent barrier {chain_barrier(1000):.4f} eV")
print(f"chain at 300 K: apparent barrier {chain_barrier(300):.4f} eV")
print("checks complete")
```

Output:

```
barrier range: 0.4 to 1.6 eV
spacing 0.5 nm, attempt frequency 1.0e+13 1/s
nu*a^2 = 2.50e-06 m^2/s
Bloch mode vs network, equal wells: rel. diff. 5.3e-07
Bloch mode vs network, unequal wells: rel. diff. 8.7e-07
weighted barrier 0.339801, finite difference 0.339801 (units of range)
wrapping fraction, L=8 (200 samples): mean 0.2612, spread 0.0232
wrapping fraction, L=24 (40 samples): mean 0.2526, spread 0.0059
extrapolated p_c 0.2496; input p_c 0.2488
uniform density: E_c 0.6986 eV, mean 1.0000 eV, largest 1.6000 eV
samples: 6 periodic cells, L = 12, sites 1728
mean wrapping fraction of these cells 0.2649, as barrier 0.7179 eV
lower bound: p+ 0.35, E+ 0.820 eV, sigma 0.0583
upper bound: p- 0.15, E- 0.580 eV, s 2.694
T 1200 K: kT 0.10341 eV, range/kT 11.60, D 6.217e-10 m^2/s
   -kT ln(D/nu a^2) 0.8582 eV, apparent barrier 0.7718 +- 0.0041 eV, excess 0.71 kT
T 1000 K: kT 0.08617 eV, range/kT 13.93, D 1.416e-10 m^2/s
   -kT ln(D/nu a^2) 0.8427 eV, apparent barrier 0.7588 +- 0.0033 eV, excess 0.70 kT
T 800 K: kT 0.06894 eV, range/kT 17.41, D 1.597e-11 m^2/s
   -kT ln(D/nu a^2) 0.8246 eV, apparent barrier 0.7471 +- 0.0032 eV, excess 0.70 kT
T 600 K: kT 0.05170 eV, range/kT 23.21, D 4.422e-13 m^2/s
   -kT ln(D/nu a^2) 0.8039 eV, apparent barrier 0.7378 +- 0.0047 eV, excess 0.76 kT
600 K bounds on -kT ln(D/nu a^2): 0.5288 to 0.9670 eV
1000 K, nu a^2 exp(-E/kT) with E_c barrier: 7.540e-10 m^2/s
1000 K, nu a^2 exp(-E/kT) with mean barrier: 2.281e-11 m^2/s
1000 K, nu a^2 exp(-E/kT) with largest barrier: 2.159e-14 m^2/s
rising density: E_c 0.9986 eV, mean 1.2000 eV, apparent at 600 K 1.0444 eV
600 K, slowest half blocked: D ratio 0.9905
600 K, fastest tenth set to lowest barrier: D ratio 1.0154
600 K, ranks 0.2-0.3 blocked: D ratio 0.1320, predicted 0.0982
chain at 1000 K: D 3.007e-13 m^2/s, apparent barrier 1.5138 eV
chain at 300 K: apparent barrier 1.5741 eV
checks complete
```
